# Slow ions can eject electrons from metals by Auger neutralisation

Place a positive ion almost at rest in front of a cold metal. Its speed cannot supply an energy scale, because the speed is negligible. What remains is the energy $E'$ released when the ion captures an electron, the work function $\phi$, and the width $B$ of the occupied band. On dimensional grounds, a threshold for ejecting an electron must have the form

$$E'_{\rm th}=\phi\,f(B/\phi).$$

Deeper band states do not help the fastest electron, which comes from a process using electrons at the top of the band. The threshold therefore cannot depend on $B$, and $f$ is a pure number. Energy bookkeeping fixes it. In Auger neutralisation two metal electrons take part: one fills the hole in the ion, the other takes up the energy released. Electrons are identical, so the energy balance cannot change when their initial levels are exchanged. Both must be lifted out of the metal, each at a cost of at least $\phi$. Hence $f=2$, and no impact energy appears.

## The belief and its appeal

The belief is that an ion must strike a surface hard to release electrons, so that the gentle ions of plasma-enhanced deposition release none. It rests on a sound piece of mechanics. Treat the metal as a gas of free electrons with Fermi speed $v_F$, and let a heavy ion of speed $v$ meet one of them head-on. In the ion's frame the electron arrives with speed $v_F+v$ and, since the ion is far heavier, leaves with the same speed reversed. Back in the laboratory frame its speed is $v_F+2v$. The energy gained is

$$\Delta E=\tfrac12 m\left[(v_F+2v)^2-v_F^2\right]=2mv(v+v_F),$$

where $m$ is the electron mass. This is the largest gain in a single elastic collision with an electron at the Fermi level. To reach the vacuum, that electron needs $\Delta E\ge\phi$. Equality gives $v^2+v_Fv-\phi/(2m)=0$, whose positive root is

$$v_{\rm th}=\tfrac12\left[\sqrt{v_F^2+2\phi/m}-v_F\right].$$

For a nitrogen ion and a metal with $\phi=5$ eV and $B=\tfrac12mv_F^2=9$ eV, the Fermi speed is $1.779\times10^6$ m/s and the threshold speed is $2.20\times10^5$ m/s. The ion must carry 3.5 keV. At 20 eV its speed is only $1.66\times10^4$ m/s, and the largest gain is 0.34 eV, far below 5 eV.

The calculation is right for the mechanism it describes. Other kinetic mechanisms may start at lower energy, but the error in the belief lies elsewhere. It counts the ion's kinetic energy and leaves out its potential energy: an ion is an atom from which an electron has been removed, and the energy spent on removing it is still available.

## The energy ledger

Measure energies from the vacuum level outside the metal. An electron lying $\epsilon$ below the Fermi level is bound by $\phi+\epsilon$, with $\epsilon\ge0$ in a cold metal. Let two electrons at depths $\epsilon_1$ and $\epsilon_2$ leave the band. Removing them costs $2\phi+\epsilon_1+\epsilon_2$; filling the ion returns $E'$. The difference is the kinetic energy of the second electron outside:

$$E_k=E'-2\phi-\epsilon_1-\epsilon_2.$$

It is largest when both electrons start at the Fermi level. Define this maximum as

$$X=E'-2\phi.$$

An electron can reach the vacuum when $X>0$, that is, when $E'>2\phi$. If $E'$ lies between $\phi$ and $2\phi$, neutralisation can still occur, but the second electron is excited only to a state below the vacuum level and stays inside.

The criterion assumes a sharp atomic level, a cold metal and an ion too slow to contribute its own kinetic energy. It says that emission is possible, not that every ion produces an electron.

## Why the free-ion energy is not quite the right one

The ionisation energy $E_i$ of the free atom differs from $E'$, because the metal attracts the ion. A charge $e$ at distance $s$ from a flat conductor feels the force of an opposite image charge at distance $2s$. The energy given up on approach from infinity is

$$\int_s^\infty\frac{e^2}{4\pi\varepsilon_0(2s')^2}\,ds'=\frac{e^2}{16\pi\varepsilon_0 s}=\frac{C}{s},\qquad C=0.3600\ \text{eV nm}.$$

This energy has become kinetic energy of the ion. During the fast electronic transition the nucleus keeps its speed, so the energy is not returned to the electrons. The neutral atom has no such attraction in this model. Therefore

$$E'(s)=E_i-\frac{C}{s}.$$

This is the law for a point charge at an ideal flat conductor. At one or two tenths of a nanometre, comparable with the size of an atom and the screening length of a metal, it is only an estimate of the shift.

Within this model the condition $E_i>2\phi$ is necessary, since $E'<E_i$, but it is not sufficient. Neutralisation must also happen farther out than

$$s_c=\frac{C}{E_i-2\phi}.$$

Take a model ion with $E_i=11$ eV and keep $\phi=5$ eV. It passes the free-ion test by 1 eV, yet $s_c=0.36$ nm. If it is neutralised at 0.18 nm, its energy is reduced by 2 eV to 9 eV and the channel is closed.

## Where the ion is neutralised

Electron transfer needs overlap between metal and ion states, which falls roughly exponentially outside the metal. Take the rate to be $\Gamma(s)=Ae^{-as}$. For an ion approaching along the surface normal at constant speed $v$, the survival probability $S$ obeys $dS/ds=\Gamma S/v$; the sign is positive because $S$ falls as $s$ falls. With $S=1$ far away,

$$S(s)=\exp\left[-\frac{A}{av}e^{-as}\right],\qquad p(s)=\frac{\Gamma(s)}{v}S(s),$$

where $p(s)$ is the probability density for neutralisation at $s$. Its maximum follows from

$$\frac{d\ln p}{ds}=-a+\frac{\Gamma(s)}{v}=0,$$

which gives $\Gamma(s_m)=av$ and

$$s_m=\frac1a\ln\frac{A}{av}.$$

A slower ion has more time at each distance and is neutralised farther out, where the image shift is smaller. Within this model, lowering the impact energy therefore makes more energy available to the electron. The image attraction also draws an ion released almost at rest towards the surface.

## A nitrogen ion at nickel

Consider N$^+$ arriving at clean nickel with 20 eV. For the metal I use the rough values $\phi=5$ eV and $B=9$ eV. The rate parameters $A=10^{17}$ s$^{-1}$ and $a=30$ nm$^{-1}$ are round model values.

The ionisation energy of nitrogen, computed with frozen-core UCCSD(T) in the aug-cc-pVTZ basis, is 14.47 eV. In the smaller cc-pVDZ basis the same method gives 14.191 eV, against 14.188 eV from frozen-core full configuration interaction. The treatment of valence correlation is thus good to a few meV in that basis; the basis itself matters more, changing the result by 0.28 eV. The aug-cc-pVTZ value is not fully converged either: extrapolation from cc-pVTZ and cc-pVQZ gives 14.53 eV, 0.05 eV higher, which would raise the peak-distance yield found below by about 5%. Core correlation and relativity are left out.

At 20 eV, $v=1.66\times10^{13}$ nm/s, so $A/(av)\approx201$ and

$$s_m=\frac{\ln 201}{30\ \text{nm}^{-1}}=0.177\ \text{nm}.$$

Including the acceleration by the image force moves the peak slightly inward, to 0.1754 nm. There

$$\frac{C}{s}=\frac{0.3600}{0.1754}=2.05\ \text{eV},\qquad E'=14.47-2.05=12.42\ \text{eV},$$

$$X=12.42-2(5)=2.42\ \text{eV}.$$

The channel is open, provided that the atom is left in its ground state. The critical distance, 0.0805 nm, is less than half the typical neutralisation distance. With a kinetic energy of 20 eV, the ion can give a Fermi-level electron at most 0.34 eV in a binary collision. When neutralised at the peak distance, an ion arriving with that energy can release an electron with up to 2.4 eV outside the metal. Neutralisation farther out allows somewhat more.

## From an open channel to a yield

Auger neutralisation has a competitor. At the peak distance the empty ion level lies 12.4 eV below the vacuum level, inside the model's occupied band, which extends from 5 to 14 eV below it. A single metal electron of the same energy can tunnel into the ion, and then no electron is ejected in the capture step itself. The hole left 7.4 eV below the Fermi level can afterwards decay by a two-electron process inside the metal, which obeys the same energy ledger; that contribution is not estimated here. The share of ions neutralised in this resonant way is not calculated here. All yields below are therefore per ion neutralised by the Auger process; the contribution of this process per arriving ion is lower by the Auger share.

To estimate how many electrons emerge, assume a flat band, equal matrix elements for all pairs and a constant density of final states. Write $x=\epsilon_1+\epsilon_2$. For $x\le B$, the number of pairs with a given sum is proportional to $x$, because $\epsilon_1$ can lie anywhere from 0 to $x$. The excited electron must end above the Fermi level, so $E_k>-\phi$, which means

$$x<Y,\qquad Y=E'-\phi.$$

It ends above the vacuum level if $x<X$. When $Y\le B$, the fraction that does so is

$$\frac{\int_0^X x\,dx}{\int_0^Y x\,dx}=\left(\frac XY\right)^2=\left(\frac{2.422}{7.422}\right)^2=0.1065.$$

Most of these electrons still fail to escape. Inside the metal, an electron has kinetic energy $W+E_k$, where $W=\phi+B=14$ eV is the surface barrier measured from the band bottom. Only its motion along the normal helps it over the barrier, so at angle $\theta$ from the outward normal it needs

$$(W+E_k)\cos^2\theta>W.$$

For isotropic directions, the share of the full sphere inside this outward cone is

$$P(E_k)=\tfrac12\left[1-\sqrt{\frac{W}{W+E_k}}\right].$$

Since $x=X-E_k$, the normalised energy density is $2(X-E_k)/Y^2$. The yield at fixed $E'$ is therefore

$$\gamma=\frac1{Y^2}\int_0^X(X-E_k)\left[1-\sqrt{\frac{W}{W+E_k}}\right]dE_k.$$

The first term integrates to $X^2/2$. In the second, put $u=W+E_k$ and $T=W+X$, so that $X-E_k=T-u$:

$$\int_W^T\frac{T-u}{\sqrt u}\,du=\left[2T\sqrt u-\tfrac23u^{3/2}\right]_W^T=\tfrac43T^{3/2}-2T\sqrt W+\tfrac23W^{3/2}.$$

Thus

$$\gamma=\frac1{Y^2}\left\{\frac{X^2}{2}-\sqrt W\left[\tfrac43T^{3/2}-2T\sqrt W+\tfrac23W^{3/2}\right]\right\}.$$

Random sampling of pairs and directions tests this formula at $E'=13.5$ eV with the same $\phi$ and $B$: it gives $3.24\times10^{-3}$ electrons per ion, as does the formula.

Near threshold $E_k\ll W$, and the square bracket in the integral for $\gamma$ becomes $E_k/(2W)$. Since $\int_0^X(X-E_k)E_k\,dE_k=X^3/6$,

$$\gamma\simeq\frac{X^3}{12WY^2}.$$

Two powers of $X$ come from the pairs and their energies, the third from the opening of the escape cone. For the nickel example,

$$\gamma\simeq\frac{(2.422)^3}{12(14)(7.422)^2}=1.54\times10^{-3}.$$

The full formula gives $1.44\times10^{-3}$. The difference has a simple origin: the next term in the expansion of the bracket is $-3E_k^2/(8W^2)$, which lowers the yield by a relative amount $3X/(8W)=0.065$.

Averaging over the distribution of neutralisation distances, with image acceleration included, gives these yields for atoms left in the ground state:

- at 0.01 eV impact energy, $2.2\times10^{-3}$ per ion;
- at 1 eV, $2.1\times10^{-3}$;
- at 20 eV, $1.7\times10^{-3}$;
- at 100 eV, $1.3\times10^{-3}$.

The metal, the ion and the rate parameters are held fixed. Reducing the impact energy by a factor of $10^4$ does not switch emission off; in this model it raises the yield by a factor of 1.8. The peak distance grows from 0.150 nm at 100 eV to 0.221 nm at 0.01 eV, reducing the image shift. The model omits the speed-dependent broadening of the level, so this modest trend is less secure than the survival of emission at low energy.

## The atom may keep some of the energy

The symbol $E'$ refers to the atomic state actually left behind. N$^+$ in its $^3P$ ground term has two $2p$ electrons. Adding a third can produce the $^4S$ ground term of nitrogen or the excited terms $^2D$ and $^2P$. An excited atom retains its excitation energy, which must be subtracted from $E'$.

If all capture amplitudes into the $p$ shell are equal, the ground-state share of the angular and spin weight follows from counting. The $^3P$ term has 9 states, each with 4 empty $p$ spin-orbitals, so the total capture weight is 36. Now reverse the process. Each of the 4 states of $^4S$ has 3 electrons that can be removed, giving weight 12. All of this weight leads back to $^3P$: in the state with three parallel spins, any removal leaves two parallel spins, and the Pauli principle permits only $^3P$ for such a pair in a $p$ shell. Rotating the spins extends the result to the other three states. The share is $12/36=1/3$. The same count over the complete $p$ shell gives $5/12$ for $^2D$ and $1/4$ for $^2P$. These weights are not yet the branching ratios of the Auger process. In the flat-band model the rate into each term also carries the number of available pairs, $\int_0^Y x\,dx=Y^2/2$, and $Y$ is smaller for an excited term. With this factor, and $^2P$ placed between 3.6 and 4.0 eV, the ground-state share at the peak distance is about 0.56 to 0.60.

Full configuration interaction in the cc-pVDZ basis puts $^2D$ at 2.7 eV above the ground state. At the peak distance, its excess is

$$X_D=2.42-2.72=-0.30\ \text{eV}.$$

With this term energy the channel would be closed there, but the term energy is not converged in so small a basis: spin-flip EOM-CCSD gives 2.69 eV in cc-pVDZ, 2.48 eV in cc-pVTZ and 2.44 eV in aug-cc-pVTZ, a fall of 0.25 eV that brings $X_D$ close to zero. With the measured term energy of 2.38 eV and ionisation energy of 14.53 eV, $X_D$ is about $+0.1$ eV. The channel thus lies at its threshold rather than being closed. Even with 2.72 eV, neutralisation farther out opens it, and the average yield for this final state is about $3\times10^{-6}$. Because the yield near threshold grows as $X^3$, this number is sensitive to the basis error: a term energy of 2.4 eV would raise it above $10^{-5}$. With the counting weight alone the $^4S$ channel would contribute $5.5\times10^{-4}$ electrons per ion; with the factor $Y^2$ included it contributes about $9\times10^{-4}$ to $10^{-3}$. The $^2D$ channel contributes between about $10^{-6}$ and $10^{-5}$ in this sharp-level model. The lifetime width of the level, discussed below, could raise the second figure. The $^2P$ yield was not evaluated. Comparing the ground-state ionisation energy with $2\phi$ thus establishes that one channel may be open, not that every neutralisation uses it.

## What changes at a real deposition surface

A nitrogen plasma can also contain N$_2^+$ ions, which need their own energy balance, and it can nitride the nickel. The assumed 20 eV and a substrate at 500 K are plausible process conditions, but the yields above are model estimates for N$^+$ on clean metal. The work function matters greatly. With $E'$ held at 12.42 eV, $B$ held at 9 eV and the atom left in its ground state, changing $\phi$ from 5 to 4.5 eV raises the peak-distance yield from $1.4\times10^{-3}$ to $3.6\times10^{-3}$; changing it to 5.5 eV lowers the yield to $3.3\times10^{-4}$. The sharp-level channel closes at $\phi=6.2$ eV. Replacing the broad band by a flat $d$ band 4 eV wide, with the barrier unchanged, gives $2.5\times10^{-3}$. Thermal smearing, with $kT=0.043$ eV, and barrier lowering of 0.012 eV by an assumed sheath field of $10^5$ V/m are small beside $X$. The lifetime width is larger: $\hbar\Gamma\simeq\hbar av=0.34$ eV, where $v$ is the speed at the peak distance with image acceleration included, so the threshold is not perfectly sharp.

The escape model is a greater uncertainty. If every electron excited above the vacuum level escaped, the ground-state yield at the peak distance would be about 0.11 instead of 0.0014. That is an upper limit for the same pair distribution, not a prediction. The empirical rule for potential emission from clean metals, $\gamma\approx0.032\,(0.78E_i-2\phi)$ with energies in eV, gives about 0.04 for these values, so the absolute yields of the isotropic model are probably too low by more than an order of magnitude. Electrons excited close to the surface need not be isotropic, and resonant capture, secondary collisions and short-range forces on the ion are also omitted. These effects can change the number of electrons, and a large enough shift of $E'$ could close this channel. Where $E'$ exceeds $2\phi$, however, emission does not require a keV impact energy.

For judging whether a slow ion can release electrons, the useful comparison is therefore $E'$ with $2\phi$, made at the distance of neutralisation and for the final atomic state. For ground-state neutralisation of N$^+$ at the model nickel surface, it is 12.4 eV against 10 eV. The numerical output below gives the remaining intermediate values.

## Computed values

```
Work function, rough Ni value: 5.0 eV
Band width, rough Ni value: 9.0 eV
Escape barrier W: 14.0 eV
Rate prefactor A: 1.0e+17 1/s
Rate decay a: 30.0 1/nm
Impact energy: 20.0 eV
Image constant C: 0.3600 eV nm
N ionisation energy, UCCSD(T)/aug-cc-pVTZ: 14.474 eV
N ionisation energy, UCCSD(T)/cc-pVDZ: 14.191 eV
N ionisation energy, full CI/cc-pVDZ: 14.188 eV
Threshold from pair ledger: 10.000 eV
Critical distance s_c: 0.0805 nm
Ion speed at impact energy: 1.660e+04 m/s
Peak distance, constant-speed formula: 0.1767 nm
Peak distance with image attraction: 0.1754 nm
Image shift at peak distance: 2.052 eV
Neutralisation energy E' there: 12.422 eV
Excess X = E' - 2 phi: 2.422 eV
Y = E' - phi: 7.422 eV
Fraction above vacuum: 0.1065
Yield at peak distance: 1.443e-03 per ion
Cubic estimate of that yield: 1.535e-03 per ion
Impact 0.01 eV: peak 0.2210 nm, mean yield 2.234e-03 per ion
Impact 1 eV: peak 0.2119 nm, mean yield 2.129e-03 per ion
Impact 20 eV: peak 0.1754 nm, mean yield 1.657e-03 per ion
Impact 100 eV: peak 0.1497 nm, mean yield 1.264e-03 per ion
Sampling test E': 13.5 eV
Sampling test yield, sampled: 3.243e-03 per ion
Sampling test yield, formula: 3.237e-03 per ion
Fermi speed: 1.779e+06 m/s
Kinetic threshold speed: 2.199e+05 m/s
Kinetic threshold ion energy: 3.51 keV
Largest binary gain at impact energy: 0.339 eV
N 2D term energy, full CI/cc-pVDZ: 2.718 eV
Excess X for 2D final atom: -0.296 eV
Capture weights 4S, 2D, 2P: 0.3333 0.4167 0.2500
Mean yield if atom left in 2D: 2.885e-06 per ion
4S yield times its weight: 5.524e-04 per ion
2D yield times its weight: 1.202e-06 per ion
d-band width, rough Ni value: 4.0 eV
Peak-distance yield, d band only: 2.511e-03 per ion
Peak-distance yield, phi = 4.5 eV: 3.608e-03 per ion
Peak-distance yield, phi = 5.5 eV: 3.327e-04 per ion
Work function that closes the channel: 6.211 eV
Lifetime broadening at peak: 0.344 eV
Substrate temperature: 500 K
Thermal energy kT: 0.0431 eV
Sheath field: 1.0e+05 V/m
Barrier lowering by sheath field: 0.0120 eV
```
